# When does a random alloy band split? Two derivations of the threshold

Replace the random site levels of an alloy by their mean, and the density of states keeps the shape of the pure band for any separation of the levels. This virtual crystal never splits, yet a strongly disordered alloy must. Write the Hamiltonian as \(H=D+W\), with \(D\) the diagonal matrix of site levels and \(W\) the hopping, whose spectrum fills \([-w,w]\). If \(H\psi=E\psi\) with \(E\) farther than \(w\) from every site level, then \(\psi=(E-D)^{-1}W\psi\) has a norm smaller than that of \(\psi\), a contradiction. Two levels more than \(2w\) apart therefore leave a gap, which the mean level misses. A better medium must respond to energy and to repeated scattering.

## Model and conventions

Each site is independently A, with level \(+\delta/2\) and probability \(x\), or B, with level \(-\delta/2\) and probability \(y=1-x\). Here \(\delta>0\) and \(0<x<1\). Electron interactions are omitted. In the first derivation \(W\) is the same for every configuration, all sites of the lattice are equivalent, and \(W\) has no site-diagonal part. Its density per site is semi-elliptic:

\[
\rho_0(e)=\frac{2}{\pi w^2}\sqrt{w^2-e^2},\qquad |e|\le w .
\]

The site Green function of this band is

\[
F_0(z)=\int\frac{\rho_0(e)}{z-e}\,de=\frac{2}{w^2}\left(z-\sqrt{z^2-w^2}\right),
\]

with the root behaving as \(z\) at large \(|z|\). The right side is analytic off the band, decays as \(1/z\), and has imaginary part \(-\pi\rho_0\) just above the band, so it equals the integral. With \(a=w^2/4\), \(aF_0=(z-\sqrt{z^2-w^2})/2\) and \(1/F_0=(z+\sqrt{z^2-w^2})/2\). Adding them gives

\[
z=\frac1{F_0}+aF_0. \tag{1}
\]

## First derivation: scattering in a medium

**The condition.** Put an unknown complex potential \(\Sigma(z)\) on every site. Define

\[
\bar G=(z-\Sigma-W)^{-1},\quad F=\bar G_{ii},\quad v_i=\varepsilon_i-\Sigma,\quad V=\sum_i v_iP_i,
\]

where \(P_i=|i\rangle\langle i|\). Since \(G^{-1}=\bar G^{-1}-V\), we have \(G=\bar G+\bar GVG=\bar G+\bar GT\bar G\), with \(T=V(1+\bar GT)\). The medium reproduces the average Green function if \(\langle T\rangle=0\).

Split \(T=\sum_iQ_i\), with \(Q_i=v_iP_i(1+\bar GT)\). Because \(Q_i=P_iQ_i\), the return to the same site is \(P_i\bar GQ_i=FQ_i\). Moving this term to the left gives

\[
(1-Fv_i)Q_i=v_iP_i\Big(1+\bar G\sum_{j\ne i}Q_j\Big),
\]

\[
Q_i=t_iP_i\Big(1+\bar G\sum_{j\ne i}Q_j\Big),\qquad t_i=\frac{v_i}{1-Fv_i}.
\]

This is still exact. The single-site approximation averages \(t_i\) separately from the wave arriving at \(i\). Then \(\langle T\rangle=0\) follows from the coherent potential condition

\[
\boxed{\langle t\rangle=xt_A+yt_B=0.} \tag{2}
\]

The neglected effect is that the arriving wave may have visited \(i\) before. Iterating the equation for \(Q_i\) gives paths whose successive sites differ. A site visited once contributes \(\langle t\rangle=0\), so every site must be visited at least twice. The shortest such path is \(ijij\), with propagators \(\bar G_{ij}\bar G_{ji}\bar G_{ij}\). For real hopping \(\bar G_{ji}=\bar G_{ij}\), and for weak disorder

\[
\langle T\rangle_{ij}\simeq\langle t^2\rangle^2\bar G_{ij}^3,\qquad i\ne j .
\]

A full configuration average on an eight-site ring, at \(\delta=0.05w\), \(x=0.3\) and \(z=(0.3+0.5i)w\), gives \(1.0001-0.0005i\) for the ratio of the two sides on neighbouring sites.

**The cubic.** From the definition of \(t\), \(1+Ft=1/(1-Fv)\). Averaging with (2) and multiplying by \(F\) gives

\[
F=\left\langle\frac1{1/F-v}\right\rangle=\left\langle\frac1{1/F+\Sigma-\varepsilon}\right\rangle .
\]

The medium is the pure band at shifted energy, \(F=F_0(z-\Sigma)\), so (1) gives \(1/F+\Sigma=z-aF\). Therefore

\[
F=\frac{x}{z-aF-\delta/2}+\frac{y}{z-aF+\delta/2}. \tag{3}
\]

Let \(u=aF\) and \(s=z-u\). Multiplying (3) by \(a(s^2-\delta^2/4)\), and using \(x+y=1\), gives

\[
u\left(s^2-\frac{\delta^2}{4}\right)=a\left[s+(x-y)\frac\delta2\right].
\]

Inserting \(s=z-u\) and moving everything to the left,

\[
\boxed{u^3-2zu^2+\left(z^2-\frac{\delta^2}{4}+a\right)u-a\left[z+(x-y)\frac\delta2\right]=0.} \tag{4}
\]

**The physical root.** In terms of \(s\), (3) reads

\[
z(s)=s+a\left[\frac{x}{s-\delta/2}+\frac{y}{s+\delta/2}\right]. \tag{5}
\]

A real \(s\) gives a real \(z\), so no root \(s\) crosses the real axis while \(\operatorname{Im}z>0\). At large \(|z|\) the roots are near \(z\), \(\delta/2+ax/z\) and \(-\delta/2+ay/z\); one lies in the upper half-plane and two in the lower. This count holds for all \(\operatorname{Im}z>0\). A positive density needs \(\operatorname{Im}F<0\), hence \(\operatorname{Im}s>0\), which selects one root.

That root also lies on the correct branch of \(F_0\). Let \(M=\langle|s-\varepsilon|^{-2}\rangle\). From (3), \(-\operatorname{Im}F=M(\operatorname{Im}z-a\operatorname{Im}F)\), so \(-(1-aM)\operatorname{Im}F=M\operatorname{Im}z>0\) and \(aM<1\). Since \(|F|^2\le M\), \(|F|<1/\sqrt a\). The two solutions of (1) have product \(1/a\), and \(F_0\) is the smaller one.

**The threshold.** At real energy \(E\), approached from above, states exist where (4) has a complex pair, and \(\rho=-\operatorname{Im}F/\pi=\operatorname{Im}s/(\pi a)\). Three real roots mean no states. At a band edge the pair merges into a double root, where \(dz/ds=1-h(s)=0\), with

\[
h(s)=a\left[\frac{x}{(s-\delta/2)^2}+\frac{y}{(s+\delta/2)^2}\right].
\]

A small shift \(E\to E+i\eta\) moves a simple real root by \(i\eta/(1-h)\). The physical root moves upward, so energies in a gap correspond to real \(s\) with \(h(s)<1\).

Large positive and negative \(s\) give the empty regions above and below the alloy spectrum. Between the levels, \(h\) is convex and diverges at both ends. If its minimum is below 1, one interval of \(s\) maps to a gap. This gap cannot touch the outer empty regions: that would put two different double roots, four roots in all, at one energy.

To find the minimum, set \(p=\delta/2-s\), \(q=\delta/2+s\), \(\alpha=x^{1/3}\) and \(\beta=y^{1/3}\). The condition \(h'=0\) is \(x/p^3=y/q^3\), or \(p/\alpha=q/\beta\). As \(p+q=\delta\),

\[
p=\frac{\delta\alpha}{\alpha+\beta},\qquad q=\frac{\delta\beta}{\alpha+\beta},
\]

\[
h_{\min}=\frac{a(\alpha+\beta)^2}{\delta^2}\left(\frac{\alpha^3}{\alpha^2}+\frac{\beta^3}{\beta^2}\right)=\frac{a(\alpha+\beta)^3}{\delta^2}.
\]

Requiring \(h_{\min}<1\), with \(\sqrt a=w/2\), gives a gap exactly when

\[
\boxed{\delta>\delta_c(x)=\frac w2\left[x^{1/3}+(1-x)^{1/3}\right]^{3/2}.} \tag{6}
\]

At \(x=1/2\) the bracket is \(2^{2/3}\), so \(\delta_c=w\). For small \(x\), \(\delta_c\simeq(w/2)(1+\tfrac32x^{1/3})\), a steep rise from \(w/2\). The limit is the binding condition for one A atom in B: a level above the host band needs \(1=\delta F_0\), and the largest \(F_0\) there is \(2/w\), at the edge.

At threshold \(h=1\) and \(h'=0\) together, so \(E-E^*\simeq-\tfrac16h''(s-s^*)^3\). The complex cube roots make the density vanish as \(|E-E^*|^{1/3}\) at the touching energy \(E^*\).

**Content of the upper band.** Take a contour around this band, crossing the real axis in the gap and above the spectrum. Its image in \(s\) encloses \(\delta/2\) once and leaves \(-\delta/2\) outside. By (5), \(dz=ds+a\,dF\), so

\[
\oint\frac{F\,dz}{2\pi i}=\oint\frac{F\,ds}{2\pi i}+\frac{a}{2\pi i}\oint F\,dF=x+0 .
\]

The upper band holds \(x\) states per site, one for each A atom, although its states also extend onto B sites.

## Second derivation: random hopping

**The cubic without decoupling.** Now take \(N\) sites with real symmetric hopping, \(W_{ii}=0\), and independent Gaussian elements \(W_{ij}\) of mean zero and variance \(a/N\). Delete site \(i\) and call the remaining Green function \(G^{(i)}\). Block inversion gives

\[
G_{ii}=\frac1{z-\varepsilon_i-X_i},\qquad X_i=\sum_{j,k\ne i}W_{ij}G^{(i)}_{jk}W_{ki}.
\]

The row \(W_{ij}\) is independent of \(G^{(i)}\). Averaging over this row alone gives \((a/N)\operatorname{Tr}G^{(i)}\), and the mean square deviation is

\[
2\left(\frac aN\right)^2\sum_{jk}|G^{(i)}_{jk}|^2\le\frac{2a^2}{N(\operatorname{Im}z)^2},
\]

which vanishes as \(N\to\infty\).

Restoring site \(i\) hardly changes the trace. With \(g=G^{(i)}W_i\), where \(W_i\) is the column of hoppings to \(i\), block inversion gives \(\operatorname{Tr}G-\operatorname{Tr}G^{(i)}=G_{ii}(1+g^Tg)\). Also \(|1/G_{ii}|\ge\operatorname{Im}(z-X_i)=\operatorname{Im}z\,(1+\|g\|^2)\), so the difference is at most \(1/\operatorname{Im}z\). Thus \(X_i\to aF_N\), with \(F_N=\operatorname{Tr}G/N\). Averaging \(G_{ii}\) over sites gives

\[
F_N=\frac1N\sum_i\frac1{z-\varepsilon_i-aF_N}+\text{terms vanishing as }N\to\infty .
\]

This is (3), and hence (4). The root count above leaves one possible limit for \(F_N\). With all levels zero, the equation is \(aF^2-zF+1=0\), so the semi-ellipse of half-width \(2\sqrt a=w\) is now a result.

**The threshold from a triple root.** A gap opens or closes when two band edges meet. Each edge is a double root of (4), that is, a real zero of \(dz/ds\) in (5), and edges at different energies have different zeros. A cubic cannot have two different double roots at one energy, so as the edges meet these two zeros of \(dz/ds\) merge. Then \(d^2z/ds^2\) vanishes as well, and the meeting point is a triple root in \(s\), hence a triple root \(u_0\) in \(u=E-s\). Comparing (4) at \(z=E\) with \((u-u_0)^3\) gives

\[
3u_0=2E,\quad 3u_0^2=E^2-\frac{\delta^2}{4}+a,\quad u_0^3=a\left[E+(x-y)\frac\delta2\right].
\]

The first two give \(E^2=3(a-\delta^2/4)\). The third, with \(u_0^3=8E^3/27\), becomes

\[
a(x-y)\frac\delta2=E\left(\frac{8E^2}{27}-a\right)=-\frac{E(a+2\delta^2)}9. \tag{7}
\]

Square (7), insert \(E^2\), and use \((x-y)^2=1-4xy\):

\[
\frac{a^2\delta^2}{4}(1-4xy)=\frac{(4a-\delta^2)(a+2\delta^2)^2}{108}.
\]

Multiplying by 108 and solving for the term in \(xy\),

\[
\begin{aligned}
108a^2\delta^2xy&=27a^2\delta^2-(4a-\delta^2)(a^2+4a\delta^2+4\delta^4)\\
&=4\delta^6-12a\delta^4+12a^2\delta^2-4a^3=4(\delta^2-a)^3 .
\end{aligned}
\]

The threshold therefore obeys

\[
\boxed{(\delta^2-a)^3=27a^2\delta^2\,x(1-x).} \tag{8}
\]

For \(\delta^2>a\), the ratio \((\delta^2-a)^3/\delta^2\) increases from zero without bound, so (8) has one solution.

The gap lies above it. At \(E=0\) the discriminant of (4) is \(4(\delta^2/4-a)^3-27a^2(x-y)^2\delta^2/4\), positive for large \(\delta\): three real roots, no states. For \(\delta\) so large that \(ay/\delta\ll\sqrt{ax}\) and \(ax/\delta\ll\sqrt{ay}\), states also lie on both sides, since near \(E=\delta/2\) equation (5) reduces to \((s-\delta/2)^2\simeq-ax\), and near \(E=-\delta/2\) to \((s+\delta/2)^2\simeq-ay\). At \(\delta=0\), by contrast, (4) factors into \((u-z)(u^2-zu+a)\), whose second factor gives one band, \(|E|<w\). The discriminant of the whole cubic (4) is then \(a^2(E^2-w^2)\), which has simple zeros, so a small \(\delta\) shifts these two edges. For \(\delta>0\) the discriminant has degree 4 in \(E\), and its two other zeros come in from infinity. They cannot be real there: at a real zero of \(dz/ds\), \(s\) lies within \(\sqrt a\) of a level, and the two terms of the bracket in (5), times \(a\), are bounded by \(\sqrt{ax}\) and \(\sqrt{ay}\), so every band edge lies at a bounded energy. A small \(\delta\) therefore leaves one band.

Equations (6) and (8) agree. With \(S=\alpha+\beta\), \(S^3=\alpha^3+\beta^3+3\alpha\beta S=1+3\alpha\beta S\), so \((S^3-1)^3=27xyS^3\). Setting \(S^3=\delta_c^2/a\) gives (8).

## What each derivation assumes

The first derivation fixes the hopping and averages over independent site occupations. Condition (2) can be used with any single band on equivalent sites, but it rests on an approximation: correlated returns such as \(ijij\) are dropped. The semi-ellipse is a separate input that makes the equation cubic.

The second derivation drops no scattering path. Its price is a special alloy, with random hopping between all pairs of sites and \(N\to\infty\). It needs the fractions of A and B, but not their independence from site to site, because this hopping has no geometry. Both derivations take the hopping to be independent of the species.

The difference matters for the gap. In a lattice with finite-range hopping and independent occupations, arbitrarily large pure regions occur with small but nonzero density. Their levels approach the inner edges of the pure bands, \(\delta/2-w\) for A and \(w-\delta/2\) for B. A true gap between the bands then requires \(\delta>2w\). Condition (2) applied to such a lattice has its own threshold, which depends on the band shape; (6) is derived for the semi-ellipse and does not carry over to other bands in general. Any gap that (2) opens at \(\delta<2w\) contains states, carried by rare configurations, that a single-site theory cannot see. Short-range order and species-dependent hopping also lie outside (2) as derived here.

## Worked example

Take the round model values \(w=0.10\) hartree and \(x=0.20\), so \(a=0.0025\) hartree². Then \(\alpha+\beta=0.5848+0.9283=1.5131\), and

\[
\delta_c=0.05\times1.5131^{3/2}=0.0931\ \text{hartree}=2.53\ \text{eV}.
\]

By (7), the bands touch at \(E^*=9a(y-x)\delta_c/[2(a+2\delta_c^2)]=0.0317\) hartree.

**Below threshold**, \(\delta=0.08\) hartree. One band runs from \(-0.1334\) to \(0.1040\) hartree. At \(E=0.02\) hartree, (4) is, with \(u\) in hartree,

\[
u^3-0.04u^2+0.0013u+0.00001=0 .
\]

The physical root is \(u=0.02314-0.03249i\). Dividing by \(a\) gives \(F=9.257-12.994i\) per hartree, and \(\rho=12.994/\pi=4.136\) states per site per hartree. Then \(\Sigma=E-1/F-u=-0.03951-0.01856i\) hartree; its negative imaginary part describes the decay of an eigenstate of \(W\) (a Bloch wave, on a periodic lattice) by disorder scattering. The two t-matrices, in hartree, cancel in the average:

\[
0.2\,(0.02397-0.09168i)+0.8\,(-0.00599+0.02292i)\approx0 .
\]

At this \(\delta\), (8) gives \(x(1-x)=0.0039^3/(27\times0.0025^2\times0.0064)=0.0549\), so \(x=0.0583\). With A as the minority, the band is split below this concentration and merged above it.

**Above threshold**, \(\delta=0.12\) hartree. The bands run from \(-0.1525\) to \(0.0227\) and from \(0.0361\) to \(0.1187\) hartree, leaving a gap of \(0.0134\) hartree, or 0.36 eV. The upper band holds 0.861 of the state of an A site and 0.035 of that of a B site; \(0.2\times0.861+0.8\times0.035=0.20\), as the contour integral requires. In a random-hopping matrix with 240 A sites among 1200, 240 eigenvalues lie above the middle of the gap. A finite-range lattice alloy with independent site occupations and the same \(w\) and \(\delta\) has no true gap, because \(0.12<2w=0.20\) hartree.

The numerical check checks the condition, the cubic and the threshold numerically.

## Calculated quantities

```
half-width w = 0.10 hartree; concentration of A x = 0.20
a = w^2/4 = 0.002500 hartree^2
x^(1/3) = 0.58480; y^(1/3) = 0.92832; sum = 1.51312
threshold delta_c = 0.09306 hartree = 2.532 eV
threshold delta_c/w = 0.93064
touching energy E* = 0.03169 hartree
MERGED: delta = 0.08 hartree
band from -0.13344 to 0.10405 hartree
critical x at this delta = 0.05833; x(1-x) = 0.05492
solution at E = 0.02 hartree:
  cubic root u = 0.023143 -0.032486 i hartree
  F = 9.2571 -12.9944 i per hartree
  density = 4.1363 states per site per hartree
  Sigma = -0.039510 -0.018563 i hartree
  t_A = 0.023973 -0.091675 i hartree
  t_B = -0.005993 +0.022919 i hartree
  |x t_A + y t_B| = 5.6e-17 hartree
SPLIT: delta = 0.12 hartree
lower band from -0.15247 to 0.02270 hartree
upper band from 0.03606 to 0.11871 hartree
gap = 0.01335 hartree = 0.363 eV
states in upper band = 0.200000 per site
share of an A site's state in upper band = 0.8611
share of a B site's state in upper band = 0.0347
THRESHOLD TABLE: x, delta_c/w, delta_c in hartree
  0.001  0.5766  0.05766
  0.010  0.6672  0.06672
  0.050  0.7855  0.07855
  0.100  0.8547  0.08547
  0.200  0.9306  0.09306
  0.300  0.9717  0.09717
  0.500  1.0000  0.10000
CHECKS
iterated <t>=0 against cubic, largest |dF| w = 1.4e-15
ring: sites = 8, x = 0.3, delta/w = 0.05
ring: <T>_01 over fourth-order term = 1.00014 -0.00048 i
density over cube-root law near E* = 0.9991
gap over 3/2-power law at 1.001 delta_c = 0.9994
random matrices: size = 1200, A sites = 240
largest deviation of integrated density, merged = 0.0031
largest deviation of integrated density, split = 0.0029
eigenvalues above mid-gap = 240
segmented ring: sites = 300, delta/w = 2.2
segmented ring: inner levels/w = -0.10022, 0.10022
```
